\section*{Current noise of a blockaded quantum dot between parallel ferromagnets}

\section*{The system}

A quantum dot has one orbital level of energy $E$, coupled by tunnel barriers to a source and a drain. Both contacts are ferromagnetic, identical, and magnetized in the same direction. An electron of spin $\sigma$ crosses either barrier at the rate
\begin{equation}
\gamma_\sigma=\gamma(1\pm P),\qquad 0\le P<1 ,
\end{equation}
with the upper sign for majority spin ($\uparrow$) and the lower for minority spin ($\downarrow$). Thus $P$ is the polarization of the tunnel rates and contains both the density of states and the barrier transmission.

The bias $V$ puts the source Fermi energy at $E+eV/2$ and the drain Fermi energy at $E-eV/2$. A second electron would cost the charging energy $U$, which is taken to be so large that double occupation never occurs. The energies $k_BT$ and $\hbar\gamma$ are far below $eV/2$ and $U-eV/2$, where $k_BT$ is the thermal energy. Electrons then enter only from the source and leave only to the drain, one at a time. Until part (e) the spin does not change while the electron is on the dot.

The charge of a carrier has magnitude $e$, and $I$ is the mean current. The noise is defined by
\begin{equation}
S(0)=2\int_{-\infty}^{\infty}\langle\delta I(t)\,\delta I(0)\rangle\,dt
=2e^2\lim_{t\to\infty}\frac{\mathrm{Var}\,N(t)}{t},
\end{equation}
where $N(t)$ is the number of electrons that have passed into the drain. For independent (Poisson) transfers $\mathrm{Var}\,N=\langle N\rangle$ and $S(0)=2eI$. The Fano factor is $F=S(0)/(2eI)$. Counting at the source gives the same $F$, because the two counts differ by at most the one electron that the dot can hold.

\section*{(a) Mean current}

\textbf{Question.} Find the stationary occupations and the mean current. What does the current reveal about $P$?

\textbf{Answer.} Let $p_0,p_\uparrow,p_\downarrow$ be the probabilities of the empty and the singly occupied states. Since $\gamma_\uparrow+\gamma_\downarrow=2\gamma$,
\begin{align}
\dot p_0&=-2\gamma p_0+\sum_\sigma\gamma_\sigma p_\sigma, &
\dot p_\sigma&=\gamma_\sigma p_0-\gamma_\sigma p_\sigma .
\end{align}
In the stationary state the second equation gives $p_\sigma=p_0$ for each spin, and normalization gives $p_0=p_\uparrow=p_\downarrow=1/3$. Hence
\begin{equation}
I=e\sum_\sigma\gamma_\sigma p_\sigma=\frac{2e\gamma}{3}.
\end{equation}
At fixed $\gamma$ the current does not depend on $P$. Minority electrons enter less often but stay longer by the same factor, so the dot carries no mean spin.

\section*{(b) From waiting times to noise}

\textbf{Question.} Let $\tau$ be the time between successive arrivals in the drain, with mean $m$ and variance $v$. Show that $F=v/m^2$.

\textbf{Answer.} Weight each probability by $e^{\chi N}$ and sum over $N$. Each exit to the drain raises $N$ by one, so the exit term in $\dot p_0$ acquires the factor $e^\chi$. A solution proportional to $e^{\lambda t}$ obeys
\begin{align}
(\lambda+\gamma_\sigma)p_\sigma&=\gamma_\sigma p_0, &
(\lambda+2\gamma)p_0&=e^\chi\sum_\sigma\gamma_\sigma p_\sigma .
\end{align}
Eliminating $p_\sigma$ gives
\begin{equation}
e^\chi\varphi(\lambda)=1,\qquad
\varphi(s)=\frac{2\gamma}{s+2\gamma}\sum_\sigma\frac{\gamma_\sigma}{2\gamma}\,
\frac{\gamma_\sigma}{s+\gamma_\sigma}.
\end{equation}
The first factor of $\varphi$ is the average of $e^{-st}$ over the empty time, which is exponential with rate $2\gamma$. The sum is the same average over the dwell time: spin $\sigma$ is drawn with probability $\gamma_\sigma/2\gamma$ and leaves at rate $\gamma_\sigma$. Therefore $\varphi(s)=\langle e^{-s\tau}\rangle$, and for small $s$
\begin{equation}
\ln\varphi(s)=-ms+\tfrac12 vs^2+\dots
\end{equation}
The condition $\ln\varphi(\lambda)=-\chi$ becomes $\chi=m\lambda-\tfrac12v\lambda^2+\dots$. Insert $\lambda=c_1\chi+\tfrac12c_2\chi^2+\dots$ and compare powers:
\begin{align}
1&=mc_1, & 0&=\tfrac12mc_2-\tfrac12vc_1^2
\quad\Rightarrow\quad c_1=\frac1m,\quad c_2=\frac{v}{m^3}.
\end{align}
At long times $\ln\langle e^{\chi N}\rangle$ grows as $\lambda(\chi)t$ on the branch with $\lambda(0)=0$, since the other solutions decay near $\chi=0$ (part (d)). The first two derivatives at $\chi=0$ give $\langle N\rangle/t\to c_1$ and $\mathrm{Var}\,N/t\to c_2$. Hence $F=c_2/c_1=v/m^2$.

\section*{(c) The Fano factor}

\textbf{Question.} Calculate $F(P)$ and find the polarization above which the noise exceeds the Poisson value. Examine $P=0$ and $P\to1$.

\textbf{Answer.} The empty time has mean $1/(2\gamma)$ and variance $1/(4\gamma^2)$. For the dwell time $T$, an exponential of rate $\gamma_\sigma$ has mean $1/\gamma_\sigma$ and second moment $2/\gamma_\sigma^2$, so
\begin{align}
\langle T\rangle&=\sum_\sigma\frac{\gamma_\sigma}{2\gamma}\frac1{\gamma_\sigma}=\frac1\gamma,\\
\langle T^2\rangle&=\sum_\sigma\frac{\gamma_\sigma}{2\gamma}\frac{2}{\gamma_\sigma^2}
=\frac1{\gamma^2}\left(\frac1{1+P}+\frac1{1-P}\right)=\frac{2}{\gamma^2(1-P^2)} .
\end{align}
The empty and dwell times are independent, so their variances add:
\begin{align}
m&=\frac1{2\gamma}+\frac1\gamma=\frac{3}{2\gamma}, &
v&=\frac1{\gamma^2}\left[\frac14+\frac{2}{1-P^2}-1\right].
\end{align}
Dividing $v$ by $m^2=9/(4\gamma^2)$ gives
\begin{equation}
F=\frac49\left[\frac{2}{1-P^2}-\frac34\right]
=\frac{8-3(1-P^2)}{9(1-P^2)}=\frac{5+3P^2}{9(1-P^2)} .
\end{equation}
Because $1-P^2>0$, the condition $F>1$ reads $5+3P^2>9-9P^2$, or $12P^2>4$:
\begin{equation}
F>1\quad\Longleftrightarrow\quad P>\frac1{\sqrt3}\approx0.577 .
\end{equation}

At $P=0$, $F=5/9$: each transfer needs an entry followed by an exit, and this two-step sequence is more regular than a Poisson process. As $P\to1$, $F\approx4/[9(1-P)]$ diverges, because rare minority electrons block the dot for ever longer times. At $P=1$ itself no minority electron enters. The empty and dwell times then both have mean $1/(2\gamma)$, so $I=e\gamma$ and $F=1/2$. The value at $P=1$ is thus not the limit of $F$ for $P\to1$. For $P$ close to 1 the full noise $S(0)$ is reached only when the counting time is much longer than a minority block, whose mean length is $1/[\gamma(1-P)]$.

\section*{(d) Mechanism and bandwidth}

\textbf{Question.} Describe the transfer sequence, show that the charge interaction is essential, and find the frequency scale below which $S(0)$ can be measured.

\textbf{Answer.} Each entering electron is independently a minority electron with probability $(1-P)/2$. The mean number of majority electrons between two minority ones is therefore $(1+P)/(1-P)$. Within a train the electrons follow one another at mean intervals of $1/(2\gamma)+1/[\gamma(1+P)]$, and each train is ended by a block of mean length $1/[\gamma(1-P)]$.

If $U$ were zero, with the rates unchanged, a minority electron could not block the majority channel. Each spin would be an independent channel with empty and dwell times both of mean $1/\gamma_\sigma$, so that $F_\sigma=(2/\gamma_\sigma^2)/(2/\gamma_\sigma)^2=1/2$. The noises of independent channels add, as do their currents, and $F=1/2$ for every $P<1$.

For the bandwidth, write $\delta s$ for the deviation of $p_\uparrow+p_\downarrow$ from $2/3$, and $d=p_\uparrow-p_\downarrow$. With $\delta p_0=-\delta s$, the sum and difference of the equations for $\dot p_\sigma$ are
\begin{align}
\delta\dot s&=-3\gamma\,\delta s-\gamma P\,d, &
\dot d&=-3\gamma P\,\delta s-\gamma\,d .
\end{align}
A decay $e^{-\kappa t}$ requires $(\kappa-3\gamma)(\kappa-\gamma)=3\gamma^2P^2$, so
\begin{equation}
\kappa_\pm=\gamma\left[2\pm\sqrt{1+3P^2}\right].
\end{equation}
Both rates are positive for $P<1$. Current correlations fade at these rates, so the spectrum is flat for frequencies well below $\kappa_-/2\pi$.

\section*{(e) Spin mixing on the dot}

\textbf{Question.} Include either spin relaxation with time $T_1$, or precession with angular frequencies $\omega_\perp$ (transverse to the magnetization) and $\omega_z$ (along it). How do the current and the threshold change?

\textbf{Answer.} Let $\rho(t)$ be the $2\times2$ spin density matrix of an electron that entered at $t=0$; its trace is the probability that the electron is still there. With $\Gamma=\gamma(1+P\sigma_z)$ and the Pauli matrices $\sigma_i$,
\begin{equation}
\dot\rho=-\tfrac i2[\boldsymbol\omega\cdot\boldsymbol\sigma,\rho]-\tfrac12\{\Gamma,\rho\},
\qquad \rho(0)=\frac{\Gamma}{2\gamma},
\end{equation}
where $\boldsymbol\omega=(\omega_\perp,0,\omega_z)$. Virtual tunnelling to the polarized contacts also splits the two spin states. This exchange field lies along the magnetization, so it is part of $\omega_z$ and does not affect the results without spin mixing. Integrating over all times, $Q=\int_0^\infty\rho\,dt$ must satisfy the right-hand side with $\rho\to Q$ set equal to $-\Gamma/(2\gamma)$. The solution is $Q=1/(2\gamma)$ times the unit matrix. It has no spin to precess, and spin flips leave it unchanged too if they are equally fast in both directions, which for thermal relaxation requires a spin splitting far below $k_BT$. Hence $\langle T\rangle=\mathrm{Tr}\,Q=1/\gamma$, and the current keeps its value $2e\gamma/3$.

Let $\mathrm{Tr}(\rho R)$ be the mean remaining dwell time in state $\rho$. It falls by one unit per unit time, weighted with the survival probability $\mathrm{Tr}\,\rho$, so
\begin{equation}
\tfrac i2[\boldsymbol\omega\cdot\boldsymbol\sigma,R]-\tfrac12\{\Gamma,R\}=-1 .
\end{equation}
Since $\langle T^2\rangle=2\int_0^\infty t\,\mathrm{Tr}\rho(t)\,dt=2\int_0^\infty\mathrm{Tr}(\rho(t)R)\,dt$, we have $\langle T^2\rangle=2\,\mathrm{Tr}(QR)=\mathrm{Tr}R/\gamma$. Put $R=r_0+\mathbf r\cdot\boldsymbol\sigma$. The commutator term is $-(\boldsymbol\omega\times\mathbf r)\cdot\boldsymbol\sigma$, and the components are
\begin{align}
\gamma(r_0+Pr_z)&=1, & \gamma r_x&=\omega_zr_y,\\
\gamma r_y&=\omega_\perp r_z-\omega_zr_x, & \gamma r_z+\omega_\perp r_y&=-\gamma Pr_0 .
\end{align}
The second and third give $r_y=\gamma\omega_\perp r_z/(\gamma^2+\omega_z^2)$. The fourth then becomes $(1+x)r_z=-Pr_0$ with
\begin{equation}
x=\frac{\omega_\perp^2}{\gamma^2+\omega_z^2}\quad\text{(precession)},\qquad
x=\frac{1}{\gamma T_1}\quad\text{(relaxation)} .
\end{equation}
The second form follows because relaxation without precession adds $r_z/T_1$ to $\gamma r_z$. The first equation gives $r_0=(1+x)/[\gamma(1+x-P^2)]$, and $\mathrm{Tr}R=2r_0$. The empty time is unaffected, so
\begin{align}
\langle T^2\rangle&=\frac{2(1+x)}{\gamma^2(1-P^2+x)}, &
F&=\frac19\left[\frac{8(1+x)}{1-P^2+x}-3\right].
\end{align}
The condition $F>1$ is $8(1+x)>12(1-P^2+x)$, or $P^2>(1+x)/3$. Mixing lets a blocking electron turn into a majority electron and escape. For $x\ge2$ no $P<1$ gives super-Poissonian noise.

\section*{(f) Comparison with Julliere}

\textbf{Question.} Reverse the drain magnetization and compare the magnetoresistance $(I_P-I_{AP})/I_{AP}$ with the Julliere value. Here $I_P$ and $I_{AP}$ are the parallel and antiparallel currents, without spin mixing.

\textbf{Answer.} Spin $\sigma$ still enters with probability $(1\pm P)/2$ but now leaves at $\gamma(1\mp P)$. The mean dwell time is
\begin{equation}
\frac1{2\gamma}\left[\frac{1+P}{1-P}+\frac{1-P}{1+P}\right]=\frac{1+P^2}{\gamma(1-P^2)} .
\end{equation}
Adding the empty time $1/(2\gamma)$ and inverting,
\begin{align}
I_{AP}&=\frac{2e\gamma(1-P^2)}{3+P^2}, &
\frac{I_P-I_{AP}}{I_{AP}}&=\frac{3+P^2}{3(1-P^2)}-1=\frac{4P^2}{3(1-P^2)} .
\end{align}
Julliere's product of densities of states gives currents proportional to $1\pm P^2$ and a ratio $2P^2/(1-P^2)$. The blockaded dot gives two thirds of it.

\section*{(g) Iron contacts}

\textbf{Question.} Take $\gamma=10^9\ \mathrm{s^{-1}}$, $V=10$ mV, $U=20$ meV, an orbital spacing of 12 meV and a temperature of 4.2 K. Evaluate the noise for $P=0.4$ and $P=0.8$, and judge the model.

\textbf{Answer.} Both cases have $I=2e\gamma/3=107$ pA. The Fano factors are
\begin{align}
F(0.4)&=\frac{5+0.48}{9\times0.84}=0.725, & F(0.8)&=\frac{5+1.92}{9\times0.36}=2.14 .
\end{align}
Simulated sequences of four million transfers each, counted in windows of $600/\gamma$, gave 0.723 and 2.135, with a sampling error of about 1.5\%. The noise $S(0)=2eIF$ is $2.48\times10^{-29}$ and $7.31\times10^{-29}\ \mathrm{A^2/Hz}$, or 4.98 and 8.55 $\mathrm{fA/\sqrt{Hz}}$. At $P=0.8$ a majority electron stays 0.56 ns and a minority electron 5 ns, with nine majority electrons between blocks on average. The frequency $\kappa_-/2\pi$, well below which the spectrum is flat, is 46 MHz, against 125 MHz at $P=0.4$. The magnetoresistance is 0.25 and 2.37.

The polarizations are illustrative choices for iron, not measured values for this device: 0.4 stands for an amorphous oxide barrier, and 0.8 is an effective value for a crystalline barrier that filters by orbital symmetry. The latter describes planar junctions and need not carry over to a dot contact. The chosen $U$ and spacing call for a small dot, a few tens of nanometres or less. Real contacts are rarely identical. With mean rates $\gamma_S$ at the source and $\gamma_D$ at the drain, the steps of part (c) turn $v>m^2$ into $2P^2/(1-P^2)>\gamma_D/\gamma_S$. A drain twice as transparent as the source thus raises the threshold to $P=1/\sqrt2$. Slow fluctuations of background charge hardly change the current as long as the level stays well inside the bias window. If they also change the tunnel rates, and with them the mean current, they add low-frequency noise, which is not estimated here.

Several neglected effects are small at $P=0.8$. Finite temperature, bias and $U$, with a 1 T field along the magnetization, change $F$ by $-4\times10^{-6}$ in a four-state rate model when the field lowers the majority level, and by $-1\times10^{-6}$ when it raises it. The thermal source occupation at the next orbital is $4\times10^{-9}$; lifetime broadening of similar width raises the accessible fraction to about $5\times10^{-5}$, still small. The level width $2\hbar\gamma(1+P)=2.4\ \mu$eV puts a fraction of about $1.5\times10^{-4}$ of a Lorentzian level outside the bias window. During a minority block, charge can also pass through the virtual doubly occupied state; a golden-rule estimate of this cotunnelling gives $5\times10^{-5}$ of the minority escape rate.

Spin mixing matters far more. With $T_1=100$ ns, $F$ is 2.09; it falls to 1 at $T_1=1.09$ ns. With only the applied field included in $\boldsymbol\omega$, a transverse field of 1 mT (with $g=2$) gives $x=0.031$ and $F=2.01$, and 5.5 mT brings $F$ to 1. Adding 10 mT along the magnetization to the 1 mT transverse field restores $F$ to 2.10, because $\omega_z$ reduces $x$. The exchange field of part (e) is left out of these field values. Second-order level shifts from wide, flat bands give it a precession frequency of about $(\gamma P/\pi)\ln[(U^2-(eV/2)^2)/(eV/2)^2]\approx0.69\gamma$, equivalent to 3.9 mT at $g=2$. Including it moves the transverse field that brings $F$ to 1 from 5.5 to 6.6 mT, so the values above are only estimates. The general condition for $F>1$ is $x<3P^2-1$, which is 0.92 at $P=0.8$. For $g=2$ and $\gamma=10^9\ \mathrm{s^{-1}}$ a transverse field of 1 mT meets it and one of several millitesla alone does not. Without a longitudinal field $x$ scales as $(g/\gamma)^2$, so the same 1 mT gives $F=0.83$ for $|g|=15$, as can occur in narrow-gap semiconductor dots, and $F=0.72$ for $\gamma=10^8\ \mathrm{s^{-1}}$. Stray fields a few nanometres from iron contacts can reach hundreds of millitesla. Then $x\approx\omega_\perp^2/\omega_z^2$, and at $P=0.8$ the excess noise survives only if the local field lies within about $44^\circ$ of the magnetization axis, which depends on the geometry of the device. The numerical output lists the remaining values.

\section*{Calculated quantities}
\begin{verbatim}
rate gamma per contact = 1.0e+09 1/s
hbar*gamma = 0.6582 ueV
temperature = 4.2 K, kT = 0.3619 meV
bias = 10.0 mV, U = 20.0 meV, orbital spacing = 12.0 meV
threshold polarization (numerical) = 0.577350
threshold when x = 0.2 (numerical) = 0.632456
current, parallel, any P = 106.81 pA
mean empty time = 0.500 ns
mean cycle time = 1.500 ns
--- P = 0.4 (rough, Fe contacts)
Fano factor = 0.7249, simulated = 0.723
S(0) = 2.481e-29 A^2/Hz, root = 4.981 fA/sqrt(Hz)
majority dwell time = 0.714 ns
minority dwell time = 1.667 ns
mean majority train = 2.333 electrons
corner frequency = 124.7 MHz
antiparallel current = 85.18 pA
magnetoresistance = 0.2540, Julliere = 0.3810
--- P = 0.8 (rough, Fe contacts)
Fano factor = 2.1358, simulated = 2.135
S(0) = 7.310e-29 A^2/Hz, root = 8.550 fA/sqrt(Hz)
majority dwell time = 0.556 ns
minority dwell time = 5.000 ns
mean majority train = 9.000 electrons
corner frequency = 46.3 MHz
antiparallel current = 31.69 pA
magnetoresistance = 2.3704, Julliere = 3.5556
--- neglected effects at P = 0.8
Fano factor without charge interaction = 0.5000
Zeeman splitting at 1.0 T (g = 2) = 0.1158 meV
F change, finite T, bias, U, Zeeman = -3.57e-06
source occupation at next orbital = 4.0e-09
level width = 2.370 ueV, tail outside window = 1.5e-04
cotunnelling rate / minority escape = 5.0e-05
F with T1 = 100 ns: 2.0931
x for transverse 1 mT = 0.0309
F with transverse 1 mT: 2.0108
F with 10 mT longitudinal added: 2.1033
transverse field that brings F to 1 = 5.453 mT
T1 that brings F to 1 = 1.087 ns
\end{verbatim}
